The frequency of a flexural wave at one radian per nanometre

**Problem.** A thin sheet has bending rigidity κ = 1.4 eV and areal mass density ρ = 7.6×10⁻⁷ kg/m². It is free-standing, isotropic and under no tension. Show that a flexural wave of wavevector 1 per nanometre has a frequency near 86 GHz, and find when this figure can be used for a graphene sheet in a device.

**A tempting solution**

Bending waves obey ω = √(κ/ρ) q². "One per nanometre" means one wave in each nanometre, so the wavelength is λ = 1 nm and q = 2π/λ. Then

f = ω/(2π) = √(κ/ρ) (2π/λ)²/(2π) = 2π √(κ/ρ)/λ².

With √(κ/ρ) = 5.4327×10⁻⁷ m²/s this gives f = 3413 GHz, and the stated 86 GHz appears to be wrong.

**Where it fails**

The dispersion law and the arithmetic are sound. The fault is in the reading of the wavevector. In a wave cos(qx − ωt), q is the phase gained per unit length. A wavevector of 1 per nanometre therefore means 1 radian per nanometre, and the wavelength is

λ = 2π/q = 6.283 nm.

The tempting solution took 1 per nanometre to be 1/λ, which made q too large by 2π. Since frequency grows as q², the result is too large by (2π)² = 39.48.

**The right solution**

Let h(x,y,t) be the height of the sheet. For slopes much less than one and wavelengths much longer than the lattice spacing, the kinetic and bending energies are

E_kin = (ρ/2) ∫ (∂h/∂t)² dA,

E_bend = (κ/2) ∫ (∇²h)² dA.

An isotropic sheet may also have an energy proportional to the Gaussian curvature, which at small slope is K = h_xx h_yy − h_xy², with subscripts denoting derivatives. This term can be written

K = ∂_x(h_x h_yy) − ∂_y(h_x h_xy),

because the two terms h_x h_xyy cancel. Its integral over a periodic cell is zero, so it does not affect the wave.

The action is the time integral of E_kin − E_bend. Its change under a small variation δh is

δS = ∫dt ∫dA [ρ (∂h/∂t)(∂δh/∂t) − κ (∇²h)(∇²δh)].

One integration by parts in time changes the sign of the first term. Two in space move the Laplacian from δh to ∇²h and leave the sign of the second term unchanged. With δh zero at the end times and periodic edges, the boundary terms vanish:

δS = −∫dt ∫dA [ρ ∂²h/∂t² + κ ∇⁴h] δh.

This must vanish for every δh, so

ρ ∂²h/∂t² = −κ ∇⁴h.

Insert h = A cos(**q**·**r** − ωt). Two time derivatives give −ω²h. Each Laplacian gives −q², so ∇⁴h = q⁴h. Hence

ρω² = κq⁴, or ω = √(κ/ρ) q².

For the numbers, κ = 1.4 eV = 2.2430×10⁻¹⁹ J and q = 10⁹ m⁻¹:

κ/ρ = 2.2430×10⁻¹⁹/(7.6×10⁻⁷) = 2.9514×10⁻¹³ m⁴/s²,

ω = 5.4327×10⁻⁷ × 10¹⁸ = 5.4327×10¹¹ rad/s,

f = ω/(2π) = 86.46 GHz.

This is the required frequency near 86 GHz. The division by 2π matters: ω counts radians per second, while f counts cycles per second.

A separate calculation starts from the energy on a periodic square of side 6.283 nm. Diagonalizing it with 12 and 24 grid points per side, and removing the leading grid error, also gives 86.46 GHz.

**Small slopes and the lattice**

For a profile h(x), the true curvature is h″/(1+h′²)^(3/2) and the arc length is √(1+h′²) dx. The bending energy per unit width is therefore

(κ/2) ∫ h″²/(1+h′²)^(5/2) dx.

For a sinusoidal profile with maximum slope 0.01, or amplitude 0.01 nm here, this energy is about 0.006 percent below the small-slope one. A simple frequency estimate equates the peak bending energy to the peak kinetic energy of a harmonic motion, with the kinetic energy in its small-slope form. The estimated frequency then falls by half as much, 0.0031 percent. This shows only that the curvature correction is small; it does not give the actual shift or its sign. If the edges are free to draw in, the sheet also moves within its own plane. The inertia of that motion, left out here, lowers the frequency by an amount that grows with the length of the sheet and can matter more, but only up to lengths of a few tens of nanometres. In-plane waves travel at a finite speed, about 21 km/s in graphene, so a much longer sheet cannot draw in within one cycle, and the wave partly stretches it even with free edges. If the edges are held, the wave must also stretch the sheet. In graphene at this slope, that raises the frequency by one to two percent, a far larger effect.

To estimate the effect of discrete atoms, replace the sheet by a square grid of spacing a. Along a grid axis, the second difference turns q² into

(2 − 2 cos qa)/a² = q²[1 − (qa)²/12 + …].

Since ω is proportional to this quantity, its leading fractional reduction is (qa)²/12. With a = 0.25 nm, this is 0.25²/12, or about 0.52 percent. Graphene is not a square grid, so this gives only an order of magnitude and is not a correction to apply. At a wavelength of 1 nm the same expression is 39.48 times larger, about 21 percent. On such a square grid the continuum law would then be a poor guide. The same nearest-neighbour difference on a honeycomb lattice with bond length b = 0.142 nm gives (qb)²/16, about four times smaller: 0.13 percent here and about 5 percent at a wavelength of 1 nm. How far the law fails in graphene depends on the real lattice and its forces.

**Tension and a support**

A tension σ adds the energy (σ/2)∫|∇h|² dA. A rigid support that pulls the sheet back with stiffness g per unit area adds (g/2)∫h² dA. Varying these terms as before gives

ρ ∂²h/∂t² = −κ∇⁴h + σ∇²h − gh.

For the plane wave, ∇²h = −q²h, and therefore

ρω² = κq⁴ + σq² + g.

All three terms raise the frequency when σ and g are positive. With g = 0 and q much less than √(σ/κ), tension dominates and ω ≈ √(σ/ρ) q: the wave becomes sound-like. With g > 0, the frequency instead tends to √(g/ρ)/(2π) as q goes to zero.

The tension that matters at our wavevector is set by κq² = 0.224 N/m. In a flat sheet stretched equally in both directions, each strain is ε = (σ − νσ)/Y, where Y is the two-dimensional Young modulus and ν is Poisson's ratio. Thus σ = Yε/(1−ν). Rough graphene values, Y = 340 N/m and ν = 0.17, give for a strain of 0.1 percent

σ = 340 × 0.001/0.83 = 0.410 N/m,

f = 86.46 √(1 + 0.410/0.224) ≈ 145 GHz.

Here κ, ρ and q are held fixed. In a flat sheet, a strain of one part in a thousand is enough to make tension more important than bending. In a warm, rippled sheet, part of an imposed strain only flattens the ripples, so the tension is smaller.

For a support, the comparison is with κq⁴ = 2.243×10¹⁷ N/m³. A rough stiffness for graphene resting on an oxide is g = 10²⁰ N/m³, several hundred times larger. Without tension, the formula then gives about 1800 GHz. The support has been treated as immobile, so this number should not be taken as a prediction for a real interface. It does show that the free-sheet formula cannot be used with a support this stiff.

**Thermal ripples**

A warm sheet is already rippled. Bending it further can stretch it, which makes it stiffer. The size of this effect follows from the elastic energy, assuming that the in-plane displacements adjust quickly to the height and that the mean strain is free to relax.

Consider one Fourier component of the strain, with wavevector **k** along a local x axis. In-plane equilibrium makes the stresses σ_xx and σ_xy vanish for this component. The remaining stress is uniaxial along y, with energy per area (Y/2)|e_yy|². In-plane displacements that vary only along x cannot alter e_yy, so e_yy is the Fourier component of h_y²/2. The identity

K = −½∂_x²(h_y²) − ½∂_y²(h_x²) + ∂_x∂_y(h_x h_y)

then gives K_k = k²e_yy, because only x derivatives survive. The stretching energy per area is

(Y/2) Σ_k |K_k|²/k⁴.

A single plane wave has K = 0. A probe wave h_q together with a ripple H_p has the cross term

h_xx H_yy + h_yy H_xx − 2h_xy H_xy,

whose Fourier amplitude is (q_x p_y − q_y p_x)² h_q H_p = q²p² sin²φ h_q H_p. Here φ is the angle between **q** and **p**, and the component has **k** = **q** + **p**.

For a sheet of area S, the bending energy of the pair ±**p** is Sκp⁴|H_p|². Its complex amplitude has two real degrees of freedom, so classical equipartition assigns it an energy k_BT:

⟨|H_p|²⟩ = k_BT/(Sκp⁴).

Average the stretching energy over these ripples and compare it with the probe's bending energy per area, (κ/2) Σ_q q⁴|h_q|². Replacing Σ_p by S∫d²p/(2π)² and setting s = p/q gives, to first order,

κ_eff/κ = 1 + r, r = k_BT Y I/(κ²q²),

I = (1/4π²) ∫₀^∞ s ds ∫₀^{2π} dφ sin⁴φ/D², D = 1 + s² + 2s cos φ.

For s < 1, the imaginary part of the geometric series for e^{iφ}/(1+se^{iφ}) gives

sin φ/D = Σ_{n≥1} (−s)^{n−1} sin nφ.

Multiply by sin φ and use sin φ sin nφ = ½[cos(n−1)φ − cos(n+1)φ]. The cosine coefficients of sin²φ/D are ½ for m = 0, −s/2 for m = 1, and −½(1−s²)(−s)^{m−2} for m ≥ 2. Squaring and integrating over angle, the cross terms vanish, leaving

2π/4 + (π/4)[s² + (1−s²)²/(1−s²)] = 3π/4.

For s > 1, taking s² out of D turns s into 1/s and gives 3π/(4s⁴). The radial integrals are ∫₀¹ s ds = ½ and ∫₁^∞ s⁻³ ds = ½. Hence I = 3/(16π) = 0.05968, and

r = 3k_BT Y/(16πκ²q²).

At 300 K, k_BT = 25.85 meV, so

r = 0.05968 × (0.02585/1.4) × (340/0.224) ≈ 1.67.

A first-order correction larger than the original term is not a reliable value. It shows that the harmonic model is not accurate at room temperature for this wavevector. In this classical estimate, the correction falls in proportion to the temperature; zero-point ripples would leave a small part of it even in a very cold sheet, r of about 0.03 at first order, or one to two percent in frequency. A ten percent rise in frequency needs √(1+r) = 1.1, or r = 0.21, which corresponds to about 38 K at first order. Higher-order terms weaken the stiffening, so the actual temperature is likely to be higher; a self-consistent treatment, in which the ripples also stiffen one another and soften Y, puts it near 50 K. This is a classical estimate that omits zero-point ripples and keeps κ, Y and q fixed.

**Using the figure for graphene**

The given rigidity and density are roughly those of single-layer graphene. For that material, 86 GHz is the bare harmonic frequency of a clean suspended sheet that is cold and nearly free of strain. Residue on the surface adds mass, which by itself lowers the frequency. Keeping the tension correction small requires σ much less than 0.224 N/m, a stricter condition than merely having a small strain. A ten percent rise in frequency needs only 0.21 × 0.224 = 0.047 N/m, or a strain of about 0.0115 percent in a flat sheet. Cooling a clamped sheet can itself change the strain, because the sheet and its frame expand differently. Room-temperature ripples or a stiff support also invalidate the simple formula. If the supplied rigidity was fitted to room-temperature motion, it may already contain part of the ripple stiffening, and adding r would count that part twice.

The phonon energy at the harmonic frequency is 0.358 meV, far below k_BT at 300 K. Such a mode is therefore thermally populated at room temperature, where its frequency is poorly described by the bare rigidity.

Table of computed values

```
Bending rigidity: 1.4 eV
Bending rigidity converted: 2.2430e-19 J
Areal mass density: 7.6e-07 kg/m2
Angular wavevector: 1.0 rad/nm
Wavelength: 6.283 nm
kappa/rho: 2.9514e-13 m4/s2
sqrt(kappa/rho): 5.4327e-07 m2/s
Angular frequency: 5.4327e+11 rad/s
Frequency from formula: 86.46 GHz
Frequency from grid: 86.46 GHz
Phonon energy: 0.358 meV
Thermal energy at use temperature: 25.85 meV
Inverse-wavelength trap, factor: 39.48 (no unit)
Inverse-wavelength trap, frequency: 3413 GHz
Maximum slope in geometry test: 0.01 (no unit)
Frequency change at that slope: -0.0031 percent
Rough 2D Young modulus: 340 N/m
Rough Poisson ratio: 0.17 (no unit)
Example biaxial strain: 0.1 percent
Tension at that strain: 0.410 N/m
Tension scale kappa q^2: 0.224 N/m
Frequency with tension: 145.4 GHz
Rough support stiffness: 1.0e+20 N/m3
Support scale kappa q^4: 2.243e+17 N/m3
Frequency with rigid support: 1828 GHz
Rough lattice spacing: 0.25 nm
Estimated lattice lowering: 0.52 percent
Use temperature: 300 K
Ripple integral by quadrature: 0.05968 (no unit)
Ripple integral, closed form: 0.05968 (no unit)
First-order thermal ratio r: 1.67 (no unit)
Temperature for 10 percent frequency shift: 38 K
```
